\section*{Paraxial and exact Talbot distances of an extreme-ultraviolet grating}

\section{Problem}

A mask carries a grating of period $d=100$ nm. Monochromatic light of vacuum wavelength $\lambda=13.5$ nm, photon energy 91.84 eV, falls on it at normal incidence. Only three diffraction orders leave the mask: order 0 with amplitude $a_0$, and orders $+1$ and $-1$ with equal amplitudes $a_1$. Both amplitudes are real and positive. The grating is wide enough for its edges to be ignored, and the space behind it is vacuum.

\begin{enumerate}
\item[(a)] Find the intensity behind the mask and its smallest period $L$ along the axis $z$.
\item[(b)] Find the same period, now called $Z$, in the paraxial approximation.
\item[(c)] Express $Z-L$ in closed form, evaluate it for this grating, and explain its size.
\item[(d)] A resist is placed at the $N$-th paraxial plane, $z=NZ$. How much of the image contrast, measured by the intensity component of period $d$, is lost, and at which $N$ does the error become serious?
\item[(e)] How accurately must $\lambda$ and $d$ be known for the difference to matter, and how does it compare with the other errors of a real exposure?
\end{enumerate}

The algebra uses atomic units, $\hbar=1$, so the photon energy is $\omega$ and the wavenumber is $k=\omega/c=2\pi/\lambda$. The grating wavenumber is $G=2\pi/d$. Lengths in the example are in nanometres. A Talbot distance here means the distance to an image with no lateral shift.

\section{Hints}

\begin{enumerate}
\item In vacuum each order is a plane wave. The grating fixes its transverse wavenumber, and the wave equation then fixes its axial one.
\item The two first orders share one axial wavenumber. Look for the single term of the intensity that depends on $z$.
\item For (b), expand the axial wavenumber to second order in $G/k$.
\item For (c), multiply numerator and denominator of the exact period by $1+\cos\theta$, where $\theta$ is the first-order angle.
\item For (d), count the beat phase in units of $2\pi$ and discard whole turns.
\item For (e), use logarithmic derivatives: they convert relative errors directly.
\end{enumerate}

\section{Solution}

\subsection{The field and its exact period}

Take the electric field along the grating lines, with time factor $e^{-i\omega t}$. Its one component $u(x,z)$ obeys
\begin{equation}
\left(\partial_x^2+\partial_z^2+k^2\right)u=0 .
\end{equation}
Inserting order $m$ as $e^{imGx+ik_mz}$ gives $-m^2G^2-k_m^2+k^2=0$. The light travels towards positive $z$, so the positive root applies:
\begin{equation}
k_m=\sqrt{k^2-m^2G^2}.
\end{equation}
For $m=1$ define $\sin\theta=G/k=\lambda/d$, which requires $d>\lambda$. Then $k_1=k\cos\theta$. Adding the three orders gives
\begin{equation}
u=a_0e^{ikz}+2a_1\cos(Gx)\,e^{ik_1z}.
\end{equation}
The intensity is the squared modulus. The cross term is twice the real part of the product of one wave with the conjugate of the other, so with $\kappa=k-k_1$
\begin{equation}
I=a_0^2+4a_0a_1\cos(Gx)\cos(\kappa z)+4a_1^2\cos^2(Gx).
\label{eq:I}
\end{equation}

Only the middle term depends on $z$. Suppose that $I$ has axial period $P$. The coefficient of $\cos(Gx)$ must then repeat, and comparing $z=0$ with $z=P$ gives $\cos(\kappa P)=1$. The smallest positive solution is $P=2\pi/\kappa$, and it does make (\ref{eq:I}) periodic. Hence
\begin{equation}
L=\frac{2\pi}{k-k_1}=\frac{2\pi}{k(1-\cos\theta)}
=\frac{\lambda}{1-\cos\theta}.
\label{eq:L}
\end{equation}
Both amplitudes must be nonzero; otherwise nothing beats. The values of $a_0$ and $a_1$ set the contrast but not the period.

After one beat length, $e^{ik_1L}=e^{ikL}e^{-i\kappa L}=e^{ikL}$. The whole field has therefore returned, up to a common phase that the intensity does not show. After half a beat length $\cos(\kappa z)=-1$. Because $\cos[G(x+d/2)]=-\cos(Gx)$, the pattern there is the original one displaced by $d/2$. This shifted image lies at 737.35 nm.

The polarization does not alter the period. If the magnetic field lies along the lines and has the same three amplitudes, the electric vectors of orders 0 and $\pm1$ enclose the angle $\theta$. Their scalar product multiplies the beating term of the electric intensity by $\cos\theta=0.991$ and leaves $\kappa$ unchanged.

\subsection{The paraxial period}

For $G\ll k$,
\begin{equation}
k_1=k\sqrt{1-\frac{G^2}{k^2}}
=k-\frac{G^2}{2k}-\frac{G^4}{8k^3}-\cdots .
\label{eq:series}
\end{equation}
The paraxial approximation keeps the first two terms, so $k-k_1\simeq G^2/(2k)$ and
\begin{equation}
Z=\frac{2\pi}{G^2/(2k)}=\frac{4\pi k}{G^2}
=4\pi\,\frac{2\pi}{\lambda}\,\frac{d^2}{4\pi^2}
=\frac{2d^2}{\lambda}.
\end{equation}
The dropped terms make the true $k_1$ smaller. The true beat is therefore faster and its period shorter: $L<Z$.

\subsection{The difference}

Multiply numerator and denominator of (\ref{eq:L}) by $1+\cos\theta$ and use $1-\cos^2\theta=\sin^2\theta=\lambda^2/d^2$:
\begin{equation}
L=\frac{\lambda(1+\cos\theta)}{\sin^2\theta}
=\frac{d^2}{\lambda}(1+\cos\theta)
=Z\cos^2\frac{\theta}{2}.
\label{eq:closed}
\end{equation}
The last step uses $1+\cos\theta=2\cos^2(\theta/2)$. Subtraction gives
\begin{align}
Z-L&=\frac{d^2}{\lambda}(1-\cos\theta)
=\frac{d^2}{\lambda}\,\frac{\sin^2\theta}{1+\cos\theta}
\nonumber\\
&=\frac{\lambda}{1+\cos\theta}.
\label{eq:diff}
\end{align}

For the given grating $\sin\theta=0.1350$, $\theta=7.759^\circ$ and $\cos\theta=0.9908456$. Thus
\begin{align}
Z&=\frac{2(100)^2}{13.5}\ \text{nm}=1481.48\ \text{nm},\\
L&=\frac{(100)^2}{13.5}(1.9908456)\ \text{nm}=1474.70\ \text{nm},\\
Z-L&=\frac{13.5}{1.9908456}\ \text{nm}=6.78\ \text{nm}.
\end{align}
The exact length is 14747 \AA. The paraxial value is too long by 0.46\% of the exact one.

The difference is close to half a wavelength, 6.75 nm, and (\ref{eq:series}) shows why. The first dropped term is a fraction $G^2/(4k^2)=\lambda^2/(4d^2)$ of the retained one. It shortens the period by about that fraction of $Z$:
\begin{equation}
\frac{\lambda^2}{4d^2}\,\frac{2d^2}{\lambda}=\frac{\lambda}{2}.
\end{equation}
The period of the grating cancels. A coarser grating has a smaller relative error, but the error acts over a longer distance.

For every $d>\lambda$ we have $0<\cos\theta<1$, so (\ref{eq:diff}) gives $\lambda/2<Z-L<\lambda$. As $d/\lambda\to\infty$ the difference tends to $\lambda/2$ while its relative size vanishes. As $d$ falls towards $\lambda$, the first orders approach grazing emergence, $L\to\lambda$ and $Z\to2\lambda$; the paraxial result is then wrong by a factor of two. Below $d=\lambda$ the first orders are evanescent and there is no propagating beat.

The two lengths can also be found without introducing diffraction orders. The Rayleigh--Sommerfeld integral for a field uniform along the lines is
\begin{equation}
u(x,z)=\frac{ik}{2}\int \frac{z}{r}\,H^{(1)}_1(kr)\,u(x',0)\,w(x')\,dx',
\end{equation}
with $r^2=(x-x')^2+z^2$ and $H^{(1)}_1$ the outgoing Hankel function. For $a_0=1$, $a_1=0.3$ and the smooth aperture $w=\exp[-(x'/6000\ \text{nm})^8]$, the intensity at $x=0$ has its revival at 1474.70 nm. Replacing the kernel by its paraxial, or Fresnel, form moves the revival to 1481.48 nm. The difference thus comes from the paraxial kernel, with mask and aperture held fixed.

\subsection{Contrast at the paraxial planes}

From (\ref{eq:L}) and (\ref{eq:diff}), the relative error is
\begin{equation}
\frac{Z-L}{L}=\frac{\lambda}{1+\cos\theta}\,
\frac{1-\cos\theta}{\lambda}=\tan^2\frac{\theta}{2}.
\end{equation}
At $z=NZ$ the beat phase is $\kappa NZ=2\pi NZ/L=2\pi N[1+\tan^2(\theta/2)]$. The $N$ whole turns have no effect. The component of the image with period $d$, called the fundamental below, is therefore multiplied by
\begin{equation}
C_N=\cos\!\left(2\pi N\tan^2\frac{\theta}{2}\right)
\label{eq:CN}
\end{equation}
relative to its value at a true image plane.

The slip is 0.0289 rad per plane. At the first plane $C_1=0.9996$, a loss of 0.04\%. The loss is much smaller than the 0.46\% error in distance because a cosine is flat at its maximum: to leading order the loss is half the square of the phase slip.

The phase grows in proportion to $N$. If losing one tenth of the fundamental counts as serious, the error becomes serious at $N=16$, where $C_{16}=\cos(16\times0.0289)\simeq0.895$. The fundamental first vanishes when the argument of (\ref{eq:CN}) equals $\pi/2$:
\begin{equation}
N_0=\frac{1}{4\tan^2(\theta/2)}=54.4 .
\end{equation}
Plane 54 lies 80.0 $\mu$m from the mask. The direct diffraction integral, with the aperture scale widened from 6000 to 40000 nm, gives a relative fundamental of 0.011 there. What remains is the $\cos^2(Gx)$ term of (\ref{eq:I}), which has period $d/2$. A resist placed there would be exposed to a weak pattern with twice the intended line density.

\subsection{Required accuracy}

Write $C=\cos\theta=\sqrt{1-\lambda^2/d^2}$. Then $\lambda\,\partial C/\partial\lambda=-\sin^2\theta/C$, and $d\,\partial C/\partial d$ has the opposite sign. Taking the logarithm of $L=(d^2/\lambda)(1+C)$ and differentiating,
\begin{align}
\frac{\partial\ln L}{\partial\ln\lambda}
&=-1-\frac{\sin^2\theta}{C(1+C)}
=-1-\frac{1-C}{C}=-\frac1C,\label{eq:slam}\\
\frac{\partial\ln L}{\partial\ln d}
&=2+\frac{1-C}{C}=1+\frac1C .
\end{align}
Here $\sin^2\theta=(1-C)(1+C)$ was used. The values are $-1.009$ and $2.009$.

To first order, a wavelength error of $0.4598\%/1.009=0.456\%$ moves the plane by as much as the paraxial error does. So does a period error of $100\ \text{nm}\times0.004598/2.009=0.23$ nm. The two errors can add, so a measured beat length can distinguish the two formulas only if their combined effect on $L$ is smaller than $Z-L$.

\subsection{The real exposure}

The numbers describe the regime of extreme-ultraviolet Talbot exposure, but several assumptions are idealized. The following values are rough or chosen for illustration, and each effect is treated with the others switched off.

\paragraph{Bandwidth.} Let the spectrum be flat with full relative width $\beta=2\%$. The beat length varies by 29.8 nm across it, over four times $Z-L$. By (\ref{eq:slam}), a relative wavelength offset $\delta$ changes the beat phase at the fixed distance $NL$ by about $2\pi N\delta/C$. Averaging its cosine over $-\beta/2<\delta<\beta/2$ gives
\begin{equation}
B_N=\frac{\sin(\pi N\beta/C)}{\pi N\beta/C}.
\end{equation}
The numerical average over the band is 0.9993 for $N=1$ and $-0.009$ for $N=50$. In this example the bandwidth removes the fundamental at about the same distance as the paraxial error would, and it costs one tenth of it somewhat earlier, at $N=13$ instead of 16. The two differ in kind: a correct placement cures the paraxial error but not the spectral average.

\paragraph{Direction of the light.} A small tilt $i$ adds $q=k\sin i$ to every transverse wavenumber. To first order in $q$, the axial wavenumbers of orders $\pm1$ become
\begin{equation}
\sqrt{k^2-(q\pm G)^2}\simeq k_1\mp\frac{qG}{k_1}.
\end{equation}
Their sum then contains $\cos[G(x-qz/k_1)]$, so the image moves sideways by $z\sin i/\cos\theta$. For 1 mrad this is 1.49 nm at $z=L$. One direction shifts the lines; a spread of directions blurs them. The shift grows in proportion to $z$, and so does the blur: a Gaussian spread of 1 mrad standard deviation leaves 0.996 of the fundamental at $z=L$, 0.90 at $5L$ and 0.33 at $16L$, where the paraxial error alone would still leave 0.895.

\paragraph{Finite grating.} Between the mask and the $N$-th image the first orders move sideways by $NL\tan\theta$, in opposite directions: 201 nm for $N=1$, 3.2 $\mu$m for $N=16$ and about 11 $\mu$m for $N=54$. The grating must extend beyond the wanted image by more than this on each side, with further room for diffraction at its edges.

\paragraph{Resist.} Take a film 40 nm thick with index 0.98 and absorption 5 per $\mu$m. The transverse wavenumber is conserved at its surface, so inside it $\lambda$ is replaced by $\lambda/0.98$ and the beat length becomes 1444.9 nm for a real index; the absorption adds less than 0.1 nm. The film then produces the beat phase of $40\times1474.7/1444.9=40.8$ nm of vacuum, an extra 0.8 nm. The depth of the film counts for more: it spans $2\pi\times40/1444.9=0.17$ rad of beat phase, six times the slip per paraxial plane. Averaged evenly over the depth, the fundamental loses 0.13\% when the surface lies 20 nm before $L$, which is the best placement, and 0.5\% when the surface lies at $L$. Absorption matters more for the dose: the film transmits $e^{-0.2}=0.82$ of the light. A Gaussian electron blur of standard deviation $\sigma=3$ nm multiplies the fundamental by $e^{-G^2\sigma^2/2}=0.982$, a loss some forty times that caused by using the first paraxial plane.

A real mask also breaks the restriction to three orders. At this wavelength and period, orders up to the seventh can propagate, and a grating of opaque and open lines generally sends light into several of them. For a thin mask with open fraction $f$ the amplitudes obey $a_m/a_0=\sin(m\pi f)/(m\pi f)$. At $f=1/2$ the even orders vanish, only orders 0 and $\pm1$ contribute to the fundamental, and it still peaks at $L$. The ratio $a_1/a_0=0.3$ used here would need $f=0.75$; then $a_2/a_0=-0.21$, $a_3/a_0=0.10$, and with all seven orders the fundamental peaks about 100 nm beyond $L$. The second variation shows the mechanism with one weak added order, whose amplitude is chosen for illustration and is not that of such a grating.

\section{Variation 1: a phase shift at the mask}

\textit{The first orders leave the mask with a phase $\varphi$ relative to order 0. Where are the image planes?}

An absorber that also shifts the phase of the light passing through it can produce such a phase. Replace $a_1$ by $a_1e^{i\varphi}$ for both first orders. The beating term of (\ref{eq:I}) becomes
\begin{equation}
4a_0a_1\cos(Gx)\cos(\kappa z-\varphi).
\end{equation}
Its maxima on the axis satisfy $\kappa z-\varphi=2\pi N$, so
\begin{equation}
z_N=NL+\frac{\varphi}{2\pi}L .
\end{equation}
Every plane moves by the same amount and the spacing remains $L$. For $\varphi=0.10$ rad the displacement is 23.5 nm, more than three times $Z-L$. A phase of 0.029 rad is enough to imitate the paraxial error at the first plane.

A single distance measured from the mask therefore cannot decide between the two formulas unless this phase is known. The spacing of two image planes can, because the phase cancels from it. The planes here are those of strongest beating term. Unless $\varphi$ is a multiple of $\pi$, the intensity at the mask itself is not the pattern of highest contrast.

\section{Variation 2: a weak second order}

\textit{Orders $\pm2$ are added, each with real amplitude $a_2=0.05$, while $a_0=1$ and $a_1=0.3$. Where is the intensity maximum on the axis near $z=L$?}

The second order has $k_2=\sqrt{k^2-4G^2}$. Its beat length with order 0 follows from (\ref{eq:L}) with $d$ replaced by $d/2$, and equals $L_2=363.49$ nm. Paraxially, $k-k_2\simeq4G^2/(2k)$ and four such beats fit into one Talbot distance. In the exact theory four beats end at 1453.97 nm, before $L$. At $z=L$ the beat phase between orders 0 and 2 exceeds four whole turns by
\begin{equation}
2\pi\left(\frac{L}{L_2}-4\right)=0.358\ \text{rad}.
\end{equation}
The five orders therefore do not return to a common phase at $L$, and the self-image there is imperfect.

Let $\kappa_2=k-k_2$. On the axis
\begin{align}
I(0,z)={}&\text{const}+4a_0a_1\cos\kappa z+4a_0a_2\cos\kappa_2z
\nonumber\\
&+8a_1a_2\cos(\kappa_2-\kappa)z .
\end{align}
Near $L$ the three cosines peak at $L$, at $4L_2$, and at $3L_{12}$, where $1/L_{12}=1/L_2-1/L$ gives $3L_{12}=1447.2$ nm. Replace each cosine by a parabola about its own peak. The maximum of the sum is then the mean of the three positions, weighted by amplitude times squared wavenumber. Divided by the common factor $4\kappa^2$, with $\kappa_2/\kappa=L/L_2=4.057$, the weights are
\begin{align}
w_1&=a_0a_1=0.300,\\
w_2&=a_0a_2(4.057)^2=0.823,\\
w_3&=2a_1a_2(3.057)^2=0.280 .
\end{align}
Measured from $L$, the peaks lie at $0$, $-20.7$ and $-27.5$ nm, so
\begin{equation}
\Delta z\simeq-\frac{0.823(20.7)+0.280(27.5)}{1.403}\ \text{nm}
\simeq-17.6\ \text{nm}.
\end{equation}
The direct diffraction integral puts the maximum at 1457.05 nm, a shift of $-17.65$ nm.

The second order is weak in amplitude, but its beat with order 0 is about four times faster, which makes the curvature per unit amplitude about sixteen times larger. With the amplitudes chosen here, its curvature is still $w_2/w_1\simeq2.7$ times that of the first-order beat. It therefore dominates the position of the axial maximum and moves it by more than twice $Z-L$. The estimate assumes $a_2>0$. For $a_2=-0.05$ the weights $w_2$ and $w_3$ change sign, their sum with $w_1$ is negative, and the axis has a local minimum instead, about 31 nm before $L$.

The value $L=1474.7$ nm is thus the exact period of the three-order pattern. When higher orders are present, the intensity maximum on the axis can lie at another distance, as this example shows. The complete numerical output follows.

\section*{Table of computed values}
\begin{verbatim}
wavelength: 13.5 nm
grating period: 100.0 nm
amplitudes a0, a1: 1.0, 0.3 (dimensionless)
photon energy: 91.840 eV
sin(theta): 0.1350 (dimensionless)
first-order angle: 7.7586 degree
cos(theta): 0.9908456 (dimensionless)
paraxial Talbot distance Z: 1481.481 nm
exact beat length L: 1474.700 nm
exact beat length L, converted: 14747.00 angstrom
difference Z-L: 6.7810 nm
half wavelength: 6.7500 nm
relative difference (Z-L)/L: 0.4598 percent
revival from exact integral: 1474.701 nm
revival from Fresnel integral: 1481.481 nm
half beat, shifted image: 737.350 nm
phase slip per paraxial plane: 0.02889 rad
relative fundamental at plane 1: 0.999583
plane number of first null: 54.37
distance of paraxial plane 54: 80.00 um
integral fundamental, plane 54: 0.0106
d ln L / d ln wavelength: -1.00924
d ln L / d ln period: 2.00924
wavelength error imitating Z-L: 0.456 percent
period error imitating Z-L: 0.229 nm
chosen mask phase: 0.10 rad
plane shift from mask phase: 23.47 nm
TM/TE beating-term ratio: 0.99085
highest propagating order: 7
chosen second-order amplitude: 0.05 (dimensionless)
beat length of orders 0 and 2: 363.493 nm
four such beats: 1453.97 nm
second-order phase slip at L: 0.3583 rad
on-axis revival with second order: 1457.05 nm
pull of revival by second order: -17.65 nm
chosen full bandwidth: 2.0 percent
beat-length spread over band: 29.77 nm
band-averaged fundamental at L: 0.99933
band-averaged fundamental at 50 L: -0.0092
chosen illumination tilt: 1.0 mrad
lateral image shift at L: 1.488 nm
first-order walk-off at L: 200.92 nm
rough resist index: 0.98 (dimensionless)
chosen resist thickness: 40.0 nm
rough resist absorption: 5.0 per um
beat length in resist: 1444.93 nm
equivalent extra path in film: 0.824 nm
resist transmission: 0.8187 (dimensionless)
vacuum-resist reflectivity: 1.02e-04 (dimensionless)
rough electron blur sigma: 3.0 nm
blur factor of fundamental: 0.9824 (dimensionless)
\end{verbatim}
